# Why the Fermi contact delta operator fails with Dirac orbitals

## Question

I have four-component Dirac orbitals for a heavy one-electron ion and want the magnetic hyperfine energy of an s state. My plan was to take the electron density at the nucleus and put it into the Fermi contact formula, which contains $\delta(\mathbf r)$.

I have been told that this is not allowed, because the delta expectation value diverges for a point nucleus, and that the correct relativistic operator samples a region of size about $Z\alpha^2$ instead. Two things puzzle me. My nucleus has a finite radius, so my density at the origin is a perfectly finite number. Why should I not use it? And the relativistic interaction is $c\,\boldsymbol\alpha\cdot\mathbf A$ with the vector potential of a point dipole, which contains no length at all. Where does $Z\alpha^2$ come from?

## Answer

For a heavy ion the finite number is far from the right one, and it grows without limit as the nuclear radius shrinks. (For the lightest nuclei the growth is so slow that the error at a real nuclear radius stays small, about 0.05 per cent for hydrogen.) The length is real, but it appears after an integration by parts, as the width of a weight that acts on the large-component density. Both statements follow from the radial Dirac equation.

### The orbital near the nucleus

I use Hartree atomic units, with $c=1/\alpha$, and measure the energy $\varepsilon$ from $c^2$. The electron moves in a local central potential $V(r)$, and the nuclear magnetic moment is a point dipole at the origin. An s$_{1/2}$ spinor has upper and lower parts

$$\phi=R(r)\,\chi,\qquad \eta=-i\,\frac{Q(r)}{r}\,\sigma_r\chi,\qquad R=\frac{P}{r},$$

where $\chi=s/\sqrt{4\pi}$, $s$ is a constant normalized two-spinor, and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Normalization means $\int_0^\infty(P^2+Q^2)\,dr=1$. The two lines of the Dirac equation are

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(\varepsilon-V)\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(2c^2+\varepsilon-V)\eta .$$

Since $\mathbf p=-i\nabla$, we have $\boldsymbol\sigma\cdot\mathbf p\,R\chi=-i\sigma_rR'\chi$. The second line then gives

$$cR'=(2c^2+\varepsilon-V)\frac{Q}{r}. \tag{1}$$

For the first line, $\boldsymbol\sigma\cdot\mathbf p\,(g\,\sigma_r\chi)=-i\,\nabla\cdot(g\hat{\mathbf r})\chi=-i(g'+2g/r)\chi$, because a radial field has no curl. With $g=-iQ/r$ this becomes $-(Q'/r+Q/r^2)\chi$, so

$$Q'+\frac{Q}{r}=-\frac{\varepsilon-V}{c}\,P. \tag{2}$$

Now let $V\to-Z/r$ at a point nucleus and try $P=a\,r^{q}$, $Q=b\,r^{q}$. Because $rR'=P'-P/r$, the leading terms of (1) and (2) are

$$(q-1)a=Z\alpha\,b,\qquad (q+1)b=-Z\alpha\,a .$$

Multiplying them gives $q^2-1=-(Z\alpha)^2$, hence $q=\pm\gamma$ with $\gamma=\sqrt{1-(Z\alpha)^2}$. For $\gamma>1/2$ the negative root is not normalizable at the origin, so $q=\gamma$ and

$$R^2\propto r^{2\gamma-2},\qquad \frac{b}{a}=\frac{\gamma-1}{Z\alpha}.$$

As $\gamma<1$ for any $Z>0$, the density is infinite at the origin. For a light nucleus the exponent is about $-(Z\alpha)^2$, and the rise is extremely slow; for $Z=80$ it is $-0.376$.

Could the lower component cancel the divergence in the spin density? Its spin operator is $\sigma_r\boldsymbol\sigma\sigma_r=2\hat{\mathbf r}\sigma_r-\boldsymbol\sigma$, whose angular average is $-\boldsymbol\sigma/3$. The spherically averaged spin density is therefore proportional to $R^2-Q^2/(3r^2)$. Since $b^2/a^2=(1-\gamma)/(1+\gamma)<1$, the second term cannot cancel the first.

### The interaction that belongs to Dirac orbitals

The electron has charge $-1$, so minimal coupling replaces $\mathbf p$ by $\mathbf p+\mathbf A$ and adds $c\,\boldsymbol\alpha\cdot\mathbf A$ to the Hamiltonian. In these units $\mu_0/4\pi=\alpha^2$, and a nuclear moment $\boldsymbol\mu$ produces

$$\mathbf A=\alpha^2\,\frac{\boldsymbol\mu\times\hat{\mathbf r}}{r^2}.$$

The matrix $\boldsymbol\alpha$ couples the upper part to the lower part, so the first-order energy is

$$E=2c\,\mathrm{Re}\int\phi^\dagger\,\boldsymbol\sigma\cdot\mathbf A\,\eta\,d^3r .$$

The spin algebra follows from $(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf v)=\mathbf u\cdot\mathbf v+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$. Here $(\boldsymbol\mu\times\hat{\mathbf r})\cdot\hat{\mathbf r}=0$ and $(\boldsymbol\mu\times\hat{\mathbf r})\times\hat{\mathbf r}=\hat{\mathbf r}(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\mu$. Therefore

$$-i\,\boldsymbol\sigma\cdot(\boldsymbol\mu\times\hat{\mathbf r})\,\sigma_r
=\sigma_r(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\boldsymbol\mu
\;\longrightarrow\;-\tfrac23\,\boldsymbol\sigma\cdot\boldsymbol\mu ,$$

where the arrow is the angular average, $\hat r_i\hat r_j\to\delta_{ij}/3$. The radial factors are $R\,(Q/r)\,r^{-2}$ times the volume factor $r^2$, which is $PQ/r^2$. The $4\pi$ from the angles cancels the normalization of $\chi$. With $c\alpha^2=\alpha$,

$$E=-\frac43\,\alpha\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\int_0^\infty\frac{PQ}{r^2}\,dr
=\frac{\alpha^2}{3}\,H\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle,$$

$$H\equiv-4c\int_0^\infty\frac{PQ}{r^2}\,dr, \tag{3}$$

with $\langle\boldsymbol\sigma\rangle=s^\dagger\boldsymbol\sigma s$.

Compare the nonrelativistic contact energy. With electron $g$ factor 2 the electron moment is $-\boldsymbol\sigma/2$, and the contact part of the nuclear field is $(8\pi/3)\alpha^2\boldsymbol\mu\,\delta(\mathbf r)$. The energy, minus moment times field, is

$$E_{\rm nr}=\frac{4\pi}{3}\alpha^2\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\,\frac{R_{\rm nr}(0)^2}{4\pi}
=\frac{\alpha^2}{3}\,R_{\rm nr}(0)^2\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle .$$

The two energies have the same form. In the relativistic theory the quantity that takes the place of $R_{\rm nr}(0)^2$ is $H$. It is not the value of the Dirac density at the origin.

For a point nucleus the integrand of (3) varies as $r^{2\gamma-2}$, the same power as the density. The difference is that (3) integrates this power over $dr$, whereas the delta operator asks for its value at $r=0$. The integral converges if $2\gamma-1>0$, that is $Z\alpha<\sqrt3/2$, or $Z<118.7$. Beyond that charge the model of a point dipole on a point charge fails for the correct operator too.

### Where the length comes from

Define

$$K(r)=\frac{1}{1+[\varepsilon-V(r)]/(2c^2)} .$$

Equation (1) then reads $Q=KrR'/(2c)$. Inserting it and $P=rR$ into the integrand gives

$$\frac{PQ}{r^2}=\frac{K R R'}{2c}=\frac{K}{4c}\,\frac{d(R^2)}{dr},
\qquad\text{so}\qquad H=-\int_0^\infty K\,\frac{d(R^2)}{dr}\,dr .$$

Integration by parts yields

$$H=-\Big[KR^2\Big]_0^\infty+\int_0^\infty K'R^2\,dr .$$

A bound state gives nothing at the upper limit. At a point nucleus $K$ vanishes linearly with $r$, so $KR^2\propto r^{2\gamma-1}$, which vanishes at the lower limit when $\gamma>1/2$. Under that condition

$$H=\int_0^\infty K'(r)\,R(r)^2\,dr. \tag{4}$$

No expansion in $\alpha$ has been made. The function $R$ is the large component of the normalized Dirac spinor and must not be normalized anew.

For $V=-Z/r$ and $|\varepsilon|\ll c^2$ we may drop $\varepsilon$ and find

$$K=\frac{r}{r+r_T},\qquad K'=\frac{r_T}{(r+r_T)^2},\qquad r_T=\frac{Z}{2c^2}=\frac{Z\alpha^2}{2}.$$

The condition on $\varepsilon$ holds for light ions and for valence orbitals, but not for the 1s state of a heavy ion: at $Z=80$, $|\varepsilon|/c^2=0.19$. Keeping $\varepsilon$ gives $K=r/(\lambda r+r_T)$ and $K'=r_T/(\lambda r+r_T)^2$ with $\lambda=1+\varepsilon/(2c^2)$, which is $0.906$ in that case. The width becomes $r_T/\lambda$ and the total weight $1/\lambda$. The hydrogen-like numbers below keep $\varepsilon$; the weight fractions in the next two paragraphs refer to $\lambda=1$.

The radius $r_T$ is the length you were told about. It is the radius at which the Coulomb energy $Z/r$ equals $2c^2$. The operator on the large component is, in three dimensions, the smeared delta function $K'/(4\pi r^2)$. As $c\to\infty$, $r_T\to0$ while the total weight stays one, and the ordinary delta function returns.

The word "region" needs some care. The weight inside radius $r$ is $K(r)=r/(r+r_T)$: one half lies inside $r_T$, and one tenth lies beyond $9r_T$. There is no sharp edge.

The length also belongs to form (4) and not to form (3). In the nonrelativistic limit $K\to1$, and a 1s orbital has $R^2=4Z^3e^{-2Zr}$. The integrand of (3), including its prefactor, becomes $8Z^4e^{-2Zr}$, which extends over a length of order $1/Z$. The totals agree, but their distributions over $r$ do not.

Numerical integration of the Dirac 1s functions for $Z=20$ shows the separation. Form (3) collects half its value inside $1.68\times10^{-2}$ bohr; form (4) does so inside $4.5\times10^{-4}$ bohr, while $r_T=5.3\times10^{-4}$ bohr. The first radius is about 38 times the second. For $Z=80$ the two radii are $2.11\times10^{-3}$ and $4.7\times10^{-4}$ bohr. The first happens to lie near $r_T=2.13\times10^{-3}$ bohr, but the case $Z=20$ shows that this is no general relation.

### The hydrogen-like 1s state

For $V=-Z/r$ the lowest state is

$$P=N r^\gamma e^{-Zr},\qquad Q=\beta P,\qquad \beta=\frac{\gamma-1}{Z\alpha},\qquad \varepsilon=c^2(\gamma-1).$$

To see that it solves (1), divide by $P$ and compare powers of $r$. The $1/r$ terms give $\gamma-1=Z\alpha\beta$. The constant terms give $-Z=(2c+\varepsilon/c)\beta=c(\gamma+1)\beta$, which holds since $\gamma^2-1=-(Z\alpha)^2$. In (2) the corresponding conditions are $(\gamma+1)\beta=-Z\alpha$ and $Z\beta=\varepsilon/c$, and both hold.

Since $1+\beta^2=2/(1+\gamma)$, normalization gives

$$N^2=\frac{1+\gamma}{2}\,\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)} .$$

The integral in (3) is

$$H=-4c\beta N^2\,\frac{\Gamma(2\gamma-1)}{(2Z)^{2\gamma-1}}
=-2c\beta(1+\gamma)\,\frac{4Z^2}{2\gamma(2\gamma-1)},$$

where I used $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$. With $-\beta(1+\gamma)=Z\alpha$ and $c\alpha=1$,

$$H=\frac{4Z^3}{\gamma(2\gamma-1)} . \tag{5}$$

The nonrelativistic value is $4Z^3$. For small $Z\alpha$, $\gamma\approx1-(Z\alpha)^2/2$, and the ratio is $1+\tfrac32(Z\alpha)^2$ to leading order.

For $Z=80$, $\gamma=0.8119$ and $2\gamma-1=0.6238$. Their product is $0.5065$, so the ratio is $1.974$. The nonrelativistic density factor is $4\times80^3=2.048\times10^6$ bohr$^{-3}$, and thus $H=4.044\times10^6$ bohr$^{-3}$. Relativity nearly doubles the hyperfine energy; it does not make it infinite.

### Why a finite nucleus does not rescue the delta operator

Spread the nuclear charge uniformly over a sphere of radius $a$, and keep the magnetic moment a point dipole. Inside the sphere

$$V=-\frac{Z}{2a}\left(3-\frac{r^2}{a^2}\right),\qquad V(0)=-\frac{3Z}{2a}.$$

Now $R(0)$ is finite and $K(0)$ is not zero. The lower limit of the integration by parts survives:

$$H=K(0)R(0)^2+\int_0^\infty K'R^2\,dr,\qquad
K(0)=\frac{1}{1+\dfrac{\varepsilon}{2c^2}+\dfrac{3r_T}{2a}} . \tag{6}$$

So there is a true delta term, but its coefficient is $K(0)$, not one. For $Z=80$ and $a=7$ fm we have $r_T=112.7$ fm, so $3r_T/(2a)=24.15$. For the 1s state $\varepsilon/(2c^2)\approx(\gamma-1)/2=-0.09$, since the finite size changes the energy little on this scale. Hence $K(0)=1/25.06=0.040$. The usual contact formula replaces this coefficient by one and leaves out the integral.

To compare the results I solved (1) and (2) numerically for the 1s state. The equations were integrated in $\ln r$ outward from the nucleus and inward from large $r$, and the energy was adjusted until both solutions matched. The four radii are chosen values; the smaller ones show the approach to a point. Both quantities are divided by $4Z^3$.

| $a$ (fm) | $R(0)^2/4Z^3$ | $H/4Z^3$ |
|---:|---:|---:|
| 7 | 5.96 | 1.790 |
| 0.7 | 14.5 | 1.931 |
| 0.07 | 34.5 | 1.964 |
| 0.007 | 82.1 | 1.972 |

At 7 fm your plan would give a hyperfine energy $5.96/1.790=3.33$ times too large within this model. In (6) the delta term supplies $0.0399\times3.33=0.133$ of $H$, and the integral supplies the rest. When the radius shrinks by a factor of 1000, the delta value grows by a factor of 13.8, whereas $H$ rises by 10 per cent and approaches the point value 1.974.

The powers of $a$ can be understood from the equations. Where $r\ll r_T$, both $2c^2$ and $|\varepsilon|$ are small compared with $|V|$. Without them, (1) and (2) depend on $r$ and $a$ through $r/a$ alone, because $aV$ is a function of $r/a$. Just outside the sphere the solution is a mixture of the two powers found above,

$$P\simeq A\left(r^\gamma+B\,a^{2\gamma}r^{-\gamma}\right),$$

with $B$ independent of $a$. As $a\to0$, the amplitude $A$ tends to its point-nucleus value. At $r\sim a$ this gives $P\sim a^\gamma$, and therefore $R(0)^2\propto a^{2\gamma-2}$, which diverges.

For $H$, the sphere has an integrand of order $a^{2\gamma-2}$ over a length $a$, so it affects the integral by an amount of order $a^{2\gamma-1}$. Outside, the cross terms between the two powers change the integrand by an amount of order $a^{2\gamma}/r^2$, whose integral from $a$ outward has the same order. The product of the two $r^{-\gamma}$ parts adds a term of order $a^{4\gamma}r^{-2\gamma-2}$, and its integral from $a$ outward is again of order $a^{2\gamma-1}$. The deficit of $H$ from its point value thus vanishes as $a^{2\gamma-1}$. Between the two smallest radii the numerical exponents are $-0.3763$ for $R(0)^2$ and $0.6240$ for the deficit; the predicted limits are $-0.3762$ and $0.6238$.

The finite size still matters for the correct result. At 7 fm, $H$ is 9.4 per cent below its point value.

### A valence-like orbital in a screened potential

Equation (4) did not assume a pure Coulomb field. As an example with round parameters, take

$$V(r)=-\frac{1}{r}\left[1+\frac{79}{(1+2.5\,r)^2}\right],$$

with $r$ in bohr. It tends to $-80/r$ plus a constant at the nucleus and to $-1/r$ far away. It is a model potential, not a self-consistent one. The same numerical method gives a 6s state at $\varepsilon=-1.093$ hartree, and (3) and (4) both give $H=1460.6$ bohr$^{-3}$.

Half of the integral (4) comes from inside $4.1\times10^{-4}$ bohr, or 22 fm. This is close to the 25 fm of the hydrogen-like 1s state, although the orbital itself is far more extended. Near the nucleus $|V|$ is much larger than either $|\varepsilon|$, so the two large components have nearly the same shape there and differ mainly in amplitude.

Dropping $\varepsilon$ from $K$, with the orbital unchanged, lowers the integral by a fraction $1.3\times10^{-5}$. A small change is expected: $K'=K^2V'/(2c^2)$, so its relative change is at most about $|\varepsilon|/c^2=5.8\times10^{-5}$.

### What to use in your calculation

With four-component orbitals, evaluate (3). If you keep the large component alone, use (4) for a point nucleus or (6) for a finite one, with the amplitude fixed by the four-component normalization. The plain delta operator belongs with nonrelativistic orbitals. Joining it to a Dirac density combines an operator from one theory with a wavefunction from another.

These formulas are for s$_{1/2}$ states in a local central potential. The numbers omit the spread of the nuclear magnetization, which alters $\mathbf A$ inside the nucleus, as well as radiative corrections. For a many-electron atom, electron correlation and the Breit interaction would have to be considered too.
